# When Frozen Semicore States Distort d-Band Gaps in Quasiparticle Calculations

## One filled s shell under a d electron

Take a filled shell $c^2$ of s type and one d electron above it. Only the shell electron of parallel spin exchanges with the d electron, and the exchange energy is

$$X=-\iint \frac{\phi_d^*(\mathbf r)\phi_c(\mathbf r)\,\phi_c^*(\mathbf r')\phi_d(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-\tfrac15 G^2 .$$

Here $G^2$ is a Slater integral, defined below together with the factor $1/5$. The energy of the shell $c$ does not appear. What counts is the overlap density $\phi_c^*\phi_d$. A shell may lie too deep to take part in bonding and still exchange strongly with a valence state.

In a free iron atom the 3s level lies $91.45-8.03=83.4$ eV below 3d. Yet $G^2(3s,3d)=10.889$ eV, so this inert pair lowers the 3d energy by $10.889/5=2.18$ eV. That refutes the inference "chemically inactive, therefore dispensable". It does not yet show that a gap is wrong, because a gap feels only the difference between its two edges.

## The counter-example in full: iron

Molybdenum has 4s, 4p and 4d in one principal shell. Iron has the same arrangement with 3s, 3p and 3d, and serves here to show the mechanism. The atom is $3d^64s^2$, spherically averaged, without spin polarization, nonrelativistic, in the local-density approximation (LDA). The shells are divided into deep core $C$ (1s2s2p), semicore $S$ (3s3p) and valence $V$ (3d4s).

The 3p shell contributes $-(\tfrac25G^1+\tfrac9{35}G^3)$, by the formula proved below. With $G^1=14.464$ eV and $G^3=8.703$ eV,

$$X_{3d}=-2.178-(5.786+2.238)=-10.20\ \text{eV}.$$

For 4s the same shells give only $X_{4s}=-0.96$ eV. Energy distance cannot explain the contrast, since 3d lies 51.5 eV and 4s 54.1 eV above 3p. The mean radii point to overlap: 0.046 nm for 3p, 0.060 nm for 3d and 0.159 nm for 4s.

A calculation with $S$ frozen does not lose all of $X$. Its pseudopotential retains a local-density substitute $L$, equal to $-6.39$ eV for 3d and $-0.62$ eV for 4s. The errors that remain are

$$e_{3d}=-6.392+10.201=3.81\ \text{eV},\qquad e_{4s}=-0.623+0.956=0.33\ \text{eV}.$$

The separation $E_{4s}-E_{3d}$ is therefore wrong by $0.333-3.809=-3.48$ eV relative to the calculation with explicit 3s3p. The d level comes out too high.

## General statement

Let the large-core calculation freeze $S$ and the small-core one treat it explicitly, with $C$ frozen in both. Assume that both give the same Kohn–Sham energies $\varepsilon_i$ and orbitals. To first order in the quasiparticle correction, the exchange parts of their energies differ by

$$e_i=E_i^{\rm large}-E_i^{\rm small}=L_i-X_i,$$

$$X_i=\langle i|\Sigma_x^S|i\rangle,\qquad L_i=\langle i|v_x[n_S+n_V]-v_x[n_V]|i\rangle .$$

A gap between states $v$ and $c$ changes by $e_c-e_v$. If both are pure d states of the same spin on one site with the same radial function, and the valence density is spherical, this difference vanishes.

**Proof of the shift.** The first-order energy is $E_i=\varepsilon_i+\langle i|\Sigma_x+\Sigma_c-v_{xc}|i\rangle$; correlation is set aside for now. The large-core ionic potential is obtained by unscreening the atomic potential with the valence density:

$$V_{\rm ion}=V_{\rm scr}-V_H[n_V]-v_{xc}[n_V].$$

Because $V_{\rm scr}$ was made with all electrons, $V_{\rm ion}$ retains the difference between $v_{xc}$ with and without the semicore. The quasiparticle step removes only $v_x[n_V]$ and adds only valence exchange:

$$E_i^{\rm large}=\varepsilon_i+\langle i|\Sigma_x^V-v_x[n_V]|i\rangle,$$

$$E_i^{\rm small}=\varepsilon_i+\langle i|\Sigma_x^V+\Sigma_x^S-v_x[n_S+n_V]|i\rangle .$$

Subtraction cancels $\varepsilon_i$ and $\Sigma_x^V$ and leaves $L_i-X_i$.

The unscreened potential reproduces $\varepsilon_i$ only at the valence density $n_V^{\rm ref}$ of the atom it was made from. At another $n_V$ there are two cases. If the Kohn–Sham step uses $v_{xc}[n_S+n_V]$ (a nonlinear core correction with the full semicore density) and the quasiparticle step subtracts $v_x[n_V]$, the result above stands with the actual $n_V$. If $V_{\rm ion}$ is used as it is, the Kohn–Sham energies differ, $v_x[n_V]$ cancels in the quasiparticle step, and for given orbitals $L_i$ is replaced by the fixed $\langle i|v_x[n_S+n_V^{\rm ref}]-v_x[n_V^{\rm ref}]|i\rangle$.

If $v_x[n_S+n_V]$ is subtracted in full while $\Sigma_x$ omits $S$, the substitute is removed as well. The error is then $-X_i$, and the iron separation is wrong by $0.956-10.201=-9.25$ eV.

**Proof that $X$ does not depend on $m$.** Write $\phi_{nlm}=P_{nl}(r)Y_{lm}/r$. For a filled shell $n'l'$, the sum over $m'$ follows from the addition theorem, with $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$:

$$\sum_{m'}Y_{l'm'}(\hat r)Y^*_{l'm'}(\hat r')=\frac{2l'+1}{4\pi}P_{l'}(\cos\gamma).$$

The Coulomb interaction is $\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma)$. The product of Legendre polynomials is

$$P_kP_{l'}=\sum_\lambda(2\lambda+1)\begin{pmatrix}k&l'&\lambda\\0&0&0\end{pmatrix}^2P_\lambda .$$

Expand $P_\lambda=\frac{4\pi}{2\lambda+1}\sum_\mu Y_{\lambda\mu}(\hat r)Y^*_{\lambda\mu}(\hat r')$. Integration with $Y^*_{lm}(\hat r)Y_{lm}(\hat r')$ selects $\lambda=l$, $\mu=m$. The factors $4\pi$ and $2l+1$ cancel, so that

$$X_{nl}=-\sum_{n'l'\in S}(2l'+1)\sum_k\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2G^k,$$

$$G^k=\iint P_{nl}(r)P_{n'l'}(r)\frac{r_<^k}{r_>^{k+1}}P_{nl}(r')P_{n'l'}(r')\,dr\,dr' .$$

No $m$ is left. For d with s, only $k=2$ occurs, with squared symbol $1/5$. For d with p, the squares are $2/15$ ($k=1$) and $3/35$ ($k=3$); multiplied by $2l'+1=3$ they become $2/5$ and $9/35$, as used above.

The filled shell is essential: the exchange with a single occupied $3p_z$ orbital would by itself spread the five d energies over 4.28 eV.

The operator in $L_i$ is a function of $r$ alone when $n_S$ and $n_V$ are spherical. Its d matrix elements are then also independent of $m$, which completes the proof.

## How a d–d gap acquires an error

**Unequal d weight.** Let an antibonding edge be $|A\rangle=\sqrt w\,|d\rangle-\sqrt{1-w}\,|\ell\rangle$, with real orthonormal orbitals and ligand orbital $\ell$. Expanding the expectation value gives

$$e_A=w\,e_d+(1-w)\,e_\ell-2\sqrt{w(1-w)}\;e_{d\ell}.$$

As a model ligand, take one p Gaussian of exponent 0.25 bohr$^{-2}$ pointing at the iron atom from 0.24 nm, made orthogonal to 3d and to the core and semicore shells. The atomic densities are held fixed. Then $e_\ell=0.056$ eV and $e_{d\ell}=-0.332$ eV. For $w=0.8$,

$$e_A=3.047+0.011+0.266=3.324\ \text{eV}.$$

Relative to a pure d state, the gap error is $3.324-3.809=-0.485$ eV. If the antibonding state is the upper edge, the gap is too small; if it is the lower edge, the gap is too large. Weights alone would give $-0.2(3.809-0.056)=-0.75$ eV, so the cross term matters with this definition of $w$. Most of $e_{d\ell}$ comes from the 3d tail that orthogonalization puts into $\ell$: with overlap $S\approx0.12$ it contributes about $-S\,e_d\approx-0.45$ eV, against $+0.12$ eV from the Gaussian itself. Symmetric orthogonalization gives $e_{d\ell}\approx-0.11$ eV and a gap error near $-0.65$ eV at $w=0.8$, so the division between weight and cross term depends on how the d weight is defined.

It can matter although $e_\ell$ is small. The quantity $-\langle\psi|\Sigma_x^S|\psi\rangle$ is a sum of Coulomb integrals of each density $\phi_c^*\psi$ with its own complex conjugate, so it cannot be negative. The Cauchy–Schwarz inequality then gives $|X_{d\ell}|^2\le X_{dd}X_{\ell\ell}$. The resulting bound on $|X_{d\ell}|$ is proportional to the ligand's amplitude near the metal, whereas $X_{\ell\ell}$ falls with the amplitude squared. The same holds for the operator in $L$, which is nowhere positive because $v_x$ becomes more negative as density is added.

For the bonding partner the weights are exchanged and the cross term changes sign, so $e_B=0.762+0.045-0.266=0.541$ eV. The bonding–antibonding gap is wrong by 2.78 eV.

**Unequal radial shape.** Stretching 3d uniformly by 5%, with the densities held fixed, weakens $X$ from $-10.20$ to $-9.90$ eV. The error $e$ moves only from 3.81 to 3.78 eV, because $L$ weakens almost equally. The change is small because $e$ is close to a maximum at the atomic shape; a 20% stretch lowers it to about 3.54 eV. Radial shape is a minor route only for changes of a few percent.

**Unequal valence density.** This route is open only when the substitute follows the actual valence density, the first case named after the proof of the shift. For spin $\sigma$, $v_x=-(6n_\sigma/\pi)^{1/3}$. The change on adding $n_S$ has two limits:

$$v_x[n_S+n_V]-v_x[n_V]\to\begin{cases}v_x[n_S], & n_V\ll n_S,\\[2pt] v_x[n_V]\,n_S/(3n_V), & n_V\gg n_S.\end{cases}$$

At fixed $n_S$ the substitute is strongest where valence density is scarce, since the cube root is concave. With five majority and one minority d electrons, $e_{3d}$ becomes 5.20 eV for majority and 0.83 eV for minority spin. The order agrees with the concavity argument, though the orbitals differ too. The exchange-splitting error, $0.83-5.20=-4.37$ eV, is larger in size than the 4s–3d error of the unpolarized atom. In this case the value 3.81 eV belongs to the unpolarized atom and not to magnetic iron. With the substitute fixed by unscreening the unpolarized atom, the same polarized orbitals give about 3.86 and 3.68 eV, and the splitting error is only about $-0.2$ eV.

When the substitute follows the density, a nonspherical $n_V$ makes $L$ depend on $m$ for the same reason, even without magnetism; a substitute fixed by a spherical reference atom does not. That effect has not been sized here.

## What first-order exchange leaves out

The shift $e_i$ is the slope of the eigenvalue as $L-X$ is switched on. Diagonalizing with the full operator, in the space orthogonal to $C$ and $S$, gives 3.68 eV instead of 3.81 eV for 3d, and 0.32 eV instead of 0.33 eV for 4s.

Freezing $S$ also removes correlation. To lowest order, the screening part of $W$ comes from electron–hole pairs $j\to a$ of energy $\Omega=\varepsilon_a-\varepsilon_j>0$. In the frequency integral with the propagator of state $m$, only poles on opposite sides of the real axis contribute. This gives

$$\Sigma_c(\varepsilon_i)=\sum_{m,ja}2(f_j-f_a)|(im|ja)|^2\left[\frac{f_m}{\varepsilon_i-\varepsilon_m+\Omega}+\frac{1-f_m}{\varepsilon_i-\varepsilon_m-\Omega}\right],$$

where $f$ is the occupation per spin orbital and the 2 counts the spins of the pair. Terms with $m$ or $j$ in $S$ are lost on freezing: 0.235 eV for 3d and $-0.123$ eV for 4s. The local correlation differences are $-0.174$ and $-0.022$ eV. The 3d error becomes $3.809-0.174-0.235=3.40$ eV and the 4s error $0.333-0.022+0.123=0.43$ eV. In this basis of s, p and d functions the separation error falls in size from 3.48 to about 3.0 eV. The missing excitations into f and g functions can contribute as much as the 3d correlation term itself, so even the sign of that term is not settled here. Higher-order screening is missing too. The estimate gives a rough size, not a converged GW result.

Freezing the deep core while 3s3p are explicit costs 0.48 eV for 3d and 0.10 eV for 4s. Most of the error in this atom thus comes from the semicore shell. Scalar relativity changes $e_{3d}$ by $-0.02$ eV. The altered inner shape of pseudo-orbitals has not been sized.

## Reading the result for MoS2

In monolayer MoS2 the band edges at the K point are mainly Mo 4d: in-plane $d_{xy}$ and $d_{x^2-y^2}$ at the valence edge, $d_{z^2}$ at the conduction edge. The Mo–S distance is roughly 0.24 nm, as in the model, and $w=0.8$ is a plausible round d weight. The quasiparticle gap is roughly 2 to 3 eV, depending on the surroundings, so an error of a few tenths of an eV would matter. The iron values cannot be transferred: Mo 4d has a radial node and a different overlap with its semicore, and sulfur's own density enters $n_V$.

What carries over is the structure of the error. Much of the common d shift cancels between two d-like edges, while gaps between d-rich and ligand-rich states are more exposed. The remainder depends on d weight, cross terms, radial shape and, when the substitute follows the density, the anisotropy of $n_V$. The solid breaks the assumption of spherical $n_V$; the spin-polarized atom shows that changes in valence density can move $e$ by eV when the substitute follows the density, but gives no value for MoS2. Whether 4s and 4p may be frozen for a given gap and accuracy is therefore decided by comparing large-core and small-core calculations of that gap, not by the depth of the levels. The numerical output below lists the main iron values. The program's opening comment names only d weight, radial shape and cross terms as sources of a gap error; that holds for a spherical valence density without spin polarization.

## Values computed for the example and the checks

```
Fe atom, 3d6 4s2, spherical LDA; S = 3s3p
level 3s: -91.45 eV
mean radius 3s: 0.0435 nm
level 3p: -59.52 eV
mean radius 3p: 0.0456 nm
level 3d: -8.03 eV
mean radius 3d: 0.0599 nm
level 4s: -5.39 eV
mean radius 4s: 0.1587 nm
3d above 3p: 51.49 eV
4s above 3p: 54.14 eV
Slater G1(3p,3d): 14.464 eV
Slater G3(3p,3d): 8.703 eV
Slater G2(3s,3d): 10.889 eV
3d semicore exchange X: -10.201 eV
3d local counterpart L: -6.392 eV
3d large-core error e=L-X: 3.809 eV
4s semicore exchange X: -0.956 eV
4s local counterpart L: -0.623 eV
4s large-core error e=L-X: 0.333 eV
error of E(4s)-E(3d), consistent: -3.476 eV
same, full vx but no S in Sigma_x: -9.245 eV
m-spread of e, filled S: 1.0e-14 eV
m-spread of X, one filled 3pz: 4.283 eV
3d stretched 5%: X: -9.896 eV
3d stretched 5%: e: 3.780 eV
ligand: 0.24 nm, exponent 0.25 bohr^-2, d weight 0.8
ligand e_L: 0.056 eV
cross term e_dL: -0.332 eV
d-d gap error, antibonding - pure d: -0.485 eV
same from weights alone: -0.751 eV
antibonding - bonding gap error: 2.782 eV
Sizes of neglected effects
3d e after full diagonalization: 3.676 eV
3d semicore bubble self-energy: 0.235 eV
3d local correlation difference: -0.174 eV
3d error with correlation estimate: 3.400 eV
3d error from freezing deep core: 0.476 eV
3d e change, scalar relativity: -0.023 eV
3d e change, larger basis: -0.0005 eV
4s e after full diagonalization: 0.318 eV
4s semicore bubble self-energy: -0.123 eV
4s local correlation difference: -0.022 eV
4s error with correlation estimate: 0.434 eV
4s error from freezing deep core: 0.096 eV
4s e change, scalar relativity: 0.003 eV
4s e change, larger basis: -0.0000 eV
3d e, majority spin (5 up, 1 down): 5.199 eV
3d e, minority spin: 0.827 eV
```
